# A Cosine Voltage Does Not Identify the Spin-Seebeck Effect

A model film of permalloy, 10 nm thick, carries heat along its normal and produces a transverse voltage of 11.0 µV that reverses with the magnetization. A 5 nm platinum layer is now placed on it, the temperature gradient in the permalloy being held fixed. Platinum converts spin current into voltage, and in this model it does receive a spin current. Yet the voltage falls to 10.5 µV. If the signal were the mark of spin current entering the platinum, adding the platinum should have created it.

## The belief and its appeal

In the spin-Seebeck effect (SSE), a heat gradient drives spin current from a magnet into a neighbouring metal. There the inverse spin Hall effect turns it into a charge current, perpendicular both to the spin flow and to the spin direction. With heat flowing out of plane, this predicts a transverse voltage that is odd in magnetization and follows a cosine as the magnetization turns in the plane. When the experiment shows that cosine, it is tempting to conclude that the SSE has been detected.

For an insulating magnet the inference has some force, because the magnet carries no charge current. A conducting magnet also has an anomalous Nernst effect (ANE), a transverse thermoelectric field of its own. The observed angle dependence is necessary for the SSE, but it is not sufficient.

## What symmetry fixes

Let the film lie in the $xy$ plane, with $\nabla T=g\hat z$ and magnetization direction $\mathbf m=(\cos\phi,\sin\phi,0)$. Assume that the film is isotropic in its plane and that vertical planes are mirror planes. Let $\mathbf E$ be the in-plane open-circuit field, whatever its cause.

Take $\mathbf m$ along $x$ and reflect $x\to-x$. Magnetization is an axial vector, so its component perpendicular to the mirror is unchanged. The gradient is unchanged too, but $E_x$ changes sign. Hence $E_x=0$, and we may write $\mathbf E(0)=-C\hat y$. Turning the magnetization by $\phi$ must turn the field by $\phi$:

$$
\mathbf E(\phi)=C(\sin\phi,-\cos\phi,0)=C\,\mathbf m\times\hat z .
$$

With contacts a distance $L$ apart along $y$, the voltage is

$$
V=-E_yL=CL\cos\phi .
$$

No mechanism was named. Under these symmetries an in-plane scan measures one number, $C$, and cannot divide it between mechanisms.

The assumptions matter. A fourfold crystal film also permits a field proportional to $(\sin3\phi,\cos3\phi)$: it turns correctly under a 90° rotation and obeys the mirror rule, so a third harmonic may appear. If $\mathbf m$ is tilted out of plane, symmetry leaves the odd in-plane field along $\mathbf m\times\hat z$, but its coefficient may depend on $m_z^2$, differently for different mechanisms.

## A Nernst voltage without spin current

It remains to show that a conducting magnet can supply a nonzero $C$ by charge transport alone. Consider electrons on a spherical energy surface, with directions $\hat k$, whose scattering is slightly handed:

$$
W(\hat k'\to\hat k)=\nu\left[1+3a\,\mathbf m\cdot(\hat k'\times\hat k)\right].
$$

Here $\nu$ is the scattering rate and $a$ will prove to be the anomalous Hall angle. Write the deviation from equilibrium as $\mathbf G\cdot\hat k$. Scattering out removes $\nu\mathbf G\cdot\hat k$, since the handed part averages to zero. For scattering in, use $\mathbf m\cdot(\hat k'\times\hat k)=\hat k'\cdot(\hat k\times\mathbf m)$ and the angular average $\langle k'_ik'_j\rangle=\delta_{ij}/3$. The result is

$$
\nu a\,\mathbf G\cdot(\hat k\times\mathbf m)=\nu a\,\hat k\cdot(\mathbf m\times\mathbf G).
$$

If the driving term is $\nu\mathbf A\cdot\hat k$, the steady state obeys

$$
\mathbf G-a\,\mathbf m\times\mathbf G=\mathbf A .
$$

Its scalar product with $\mathbf m$ gives $\mathbf m\cdot\mathbf G=\mathbf m\cdot\mathbf A$. Its cross product with $\mathbf m$ then gives $\mathbf m\times\mathbf G=\mathbf m\times\mathbf A+a\mathbf m(\mathbf m\cdot\mathbf A)-a\mathbf G$. Substitution into the original equation yields

$$
\mathbf G=\frac{\mathbf A+a\,\mathbf m\times\mathbf A+a^2\mathbf m(\mathbf m\cdot\mathbf A)}{1+a^2}.
$$

Thus, to first order in $a$, electrons at energy $\varepsilon$ have the conductivity tensor $\Sigma=\sigma(1+a[\mathbf m\times])$, where $[\mathbf m\times]$ means "take the cross product with $\mathbf m$".

For electron charge $-e$, a temperature gradient acts at energy $\varepsilon$ like the extra field $(\varepsilon-\mu)\nabla T/(eT)$, where $\mu$ is the chemical potential. The current is therefore $\mathbf j=\hat\sigma\mathbf E-\hat\alpha\nabla T$, with

$$
\hat\alpha=-\frac1{eT}\int(-f_0')(\varepsilon-\mu)\Sigma(\varepsilon)\,d\varepsilon
\simeq-K\Sigma'(\mu),\qquad K=\frac{\pi^2k_B^2T}{3e}.
$$

Here $f_0$ is the Fermi function. The last form expands $\Sigma$ to first order about $\mu$ and uses the thermal variance $\pi^2k_B^2T^2/3$ of $\varepsilon-\mu$. At the same order $\hat\sigma=\Sigma(\mu)$. Differentiation gives $\Sigma'=\sigma'(1+a[\mathbf m\times])+\sigma a'[\mathbf m\times]$, while $\hat\sigma^{-1}=\sigma^{-1}(1-a[\mathbf m\times])$. In their product the terms in $a\sigma'/\sigma$ cancel, so open circuit, $\mathbf j=0$, gives

$$
\mathbf E=S\nabla T+N\,\mathbf m\times\nabla T,\qquad
S=-K\frac{\sigma'}{\sigma},\qquad N=-Ka' .
$$

In this model a Hall angle that varies with energy is enough. For $\nabla T=g\hat z$, the in-plane field is $Ng\,\mathbf m\times\hat z$, the form required by symmetry. No spin current or spin detector has entered.

## Both effects in one bilayer

Let the magnet F lie below the metal N, with thicknesses $t_F,t_N$ and conductivities $\sigma_F,\sigma_N$. Measure spin current in charge-current units, positive upward, and let $j_{s0}$ enter N at $z=0$. Spin relaxation over the diffusion length $\lambda$ gives $j_s''=j_s/\lambda^2$; the outer face is closed. Hence

$$
j_s(z)=j_{s0}\frac{\sinh[(t_N-z)/\lambda]}{\sinh(t_N/\lambda)},
$$

$$
\int_0^{t_N}j_s\,dz
=j_{s0}\lambda\frac{\cosh(t_N/\lambda)-1}{\sinh(t_N/\lambda)}
=j_{s0}\lambda\tanh\frac{t_N}{2\lambda}.
$$

The last step uses the half-argument identities. With spin Hall angle $\theta$, the inverse spin Hall current density is $\theta j_s\hat z\times\mathbf m=-\theta j_s\mathbf m\times\hat z$.

The layers share the same in-plane field. Their in-plane currents are

$$
\mathbf j_F=\sigma_F(\mathbf E-Ng\,\mathbf m\times\hat z),\qquad
\mathbf j_N=\sigma_N\mathbf E-\theta j_s\,\mathbf m\times\hat z .
$$

A Hall correction from $\mathbf j_F$ points along $z$ when $\mathbf m$ is in plane, so it does not alter this balance at first order. Setting the current summed over thickness to zero gives

$$
C=w_FNg+\frac{\theta j_{s0}\lambda\tanh(t_N/2\lambda)}{\sigma_Ft_F+\sigma_Nt_N},
\qquad
w_F=\frac{\sigma_Ft_F}{\sigma_Ft_F+\sigma_Nt_N}.
$$

The first term is ANE and the second SSE. As a test, both curves were computed at 24 angles, one from the discretized scattering equation and the other by applying the spin Hall tensor to a numerical solution of spin diffusion. Their second singular value was $7\times10^{-15}$ of the first: numerically, they are one curve with two amplitudes.

## Reading the 10.5 µV

The resistivities are 25 µΩ cm for permalloy and 40 µΩ cm for platinum, so

$$
w_F=\frac{10/25}{10/25+5/40}=0.762 .
$$

At 300 K, a logarithmic conductivity slope of 2.0 eV$^{-1}$ gives $S_F=-14.66$ µV/K. The Hall-angle slope is $-0.015$ eV$^{-1}$. Since $N/S_F=a'/(\sigma'/\sigma)$,

$$
N=(-14.66)\frac{-0.015}{2.0}\ \mu\mathrm{V/K}=110\ \mathrm{nV/K}.
$$

A heat flux of 50 W/cm² and a thermal conductivity of 25 W/(m K) give $g=0.020$ K/µm. These are round inputs: at 25 µΩ cm the Wiedemann–Franz law gives 29 W/(m K) for the electrons alone, so a film that obeys this law would need at least 59 W/cm² for the same gradient. The voltages below depend only on $g$. For $L=5$ mm, $gL=100$ K; this is a product of perpendicular quantities, not a temperature difference across the sample. The ANE contributes $0.762\times110$ nV/K $\times100$ K $=8.4$ µV.

For the SSE, set $j_{s0}=\sigma_FS_{\rm inj}g$, with $S_{\rm inj}=2.0$ µV/K, $\theta=0.10$ and $\lambda=1.5$ nm. Its coefficient per unit gradient is

$$
\theta S_{\rm inj}w_F\frac{\lambda}{t_F}\tanh\frac{t_N}{2\lambda}
=0.10\times2000\times0.762\times0.15\times0.931
=21.3\ \mathrm{nV/K},
$$

or 2.1 µV. The SSE is 20% of the total. Assigning the whole voltage to it, with the other parameters fixed, would give a spin Hall angle of 0.49 instead of 0.10.

The opening fact now has its explanation. Platinum shunts away $(1-w_F)N=26.2$ nV/K of the ANE and adds 21.3 nV/K of SSE, so the voltage drops. This order depends on the parameters: a larger spin injection would reverse it, and so would 3 nm of platinum instead of 5 nm.

Changing the platinum thickness helps less than one might hope. At fixed $g$,

$$
\frac{C_{\rm SSE}}{C_{\rm ANE}}
=\frac{\theta S_{\rm inj}\lambda}{Nt_F}\tanh\frac{t_N}{2\lambda}.
$$

Once $t_N\gg\lambda$, this ratio is constant and both contributions decrease together through shunting. For an insulating magnet, $w_F=0$ and its ANE term vanishes; the injected spin current must then be carried by magnetic excitations rather than by $\sigma_F$.

## A measurement that can separate them

Now apply the gradient along $x$ and magnetize the film along $z$. In this geometry the model has no thermal spin injection through the interface, but the ANE produces a field along $y$. (In real platinum the spin Nernst effect also sends some spin across the interface; it is neglected here.) Unequal Seebeck coefficients also drive a current loop: along $x$ in one layer and back in the other.

With $w_N=1-w_F$, zero total current along $x$ gives $E_x=(w_FS_F+w_NS_N)\nabla_xT$. Therefore

$$
j_x^F=\sigma_F(E_x-S_F\nabla_xT)
=\sigma_Fw_N(S_N-S_F)\nabla_xT .
$$

This current has an anomalous Hall response, so $j_y^F=\sigma_F(E_y-N\nabla_xT)+aj_x^F$. Adding $j_y^N=\sigma_NE_y$ and setting the total to zero gives

$$
\frac{E_y}{\nabla_xT}=w_F\left[N-aw_N(S_N-S_F)\right].
$$

Second-order Hall terms, including those from the spin Hall effect in N, are neglected. With $a=0.005$ and $S_N=-5.0$ µV/K, the loop term is $-8.8$ nV/K. A numerical solution of the two-layer circuit gives 75.6 nV/K in all, so the ANE part is $75.6+8.8=84.4$ nV/K. The same numerical transport gives 105.5 nV/K in the original geometry. The difference, 21.1 nV/K, recovers the SSE coefficient of 21.3 nV/K to about 1%. Omitting the loop correction gives 29.9 nV/K, 40% too much.

## What a real bilayer adds

The parameters are rough values for the platinum/permalloy regime, not a fit to a particular sample. One uncertain input is $S_{\rm inj}$, to which the SSE part is proportional. The 20% share is therefore a result of this model, not a property of the material pair. The diffusion law for spin is also near its limit in platinum: a free-electron estimate with one electron per atom gives a mean free path of about 2 nm at 40 µΩ cm, no shorter than $\lambda$, so the $\tanh$ factor is an approximation.

The separation also assumes that $N$ is the same in both geometries and that both gradients are known. A 1% error in the in-plane gradient shifts the inferred SSE coefficient by about 3.6%, and a 1% error in the normal gradient shifts it by about 5%, because the ANE being subtracted is four times larger than the SSE. Magnetizing permalloy along its normal also takes a field of about 1 T. Electrons respond to the flux density, however, and at saturation this is about 1 T inside the permalloy in either orientation. For $10^{23}$ carriers per cm³, the ordinary Nernst effect in permalloy is then about 3% of $N$, or 13% of the SSE, but it is nearly the same in both geometries. The two signals should therefore be compared just above saturation. The ordinary Hall angle of permalloy, here 5% of $a$, also deflects the loop current of the second geometry; unless it is added to $a$ in the loop correction, an error of about 2% of the SSE remains. Extrapolating only the normal-field signal to zero applied field would remove this part from one geometry and leave it in the other. Platinum feels the 1 T only in the normal geometry, so its own ordinary Nernst effect remains as a separate correction.

Spin transport inside permalloy is a more serious limit. Its inverse spin Hall response is part of the measured $N$, but an out-of-plane spin current is suppressed near a blocked face. The missing current decays inward by the diffusion law used above, so each blocked face removes an average fraction $(\lambda_F/t_F)\tanh(t_F/2\lambda_F)$. For $\lambda_F=4.0$ nm, two blocked faces remove 0.68. With a permalloy spin Hall angle of 0.01 and a bulk spin coefficient equal to $S_{\rm inj}$, the resulting shift is 49% of the SSE. Blocking both faces is a simplification, since platinum accepts spin. If the spin potential is continuous at the interface and spin conductivities equal charge conductivities, 53% of the bulk spin current passes. Keeping the injected current at its stated value then requires a larger bulk coefficient, and the shift becomes 68% of the SSE. If the permalloy response adds to the bulk $N$, this correction even reverses the opening comparison: the bare film gives 8.4 µV and the bilayer 9.1 µV. The drop, too, is a result of the simpler model. The 1% recovery tests the algebra within the model; it is not the accuracy expected of an experiment.

Platinum magnetized by contact adds another Nernst source. If 0.5 nm of it had permalloy's $N$ and the same temperature gradient, its contribution would be 12% of the SSE; at a given heat flux, the gradient in platinum depends on its own thermal conductivity. This source can survive when the magnet is an insulator. Finally, a 1% leak of the gradient into the $y$ direction gives an ordinary Seebeck offset of 12.4 µV from the film alone, larger than the signal; the thermopower of the leads changes this value somewhat. If the leak itself does not change with $\mathbf m$, this offset is even in magnetization, and taking half the difference between voltages at $\pm\mathbf m$ removes it. That reversal leaves ANE and SSE together, since both are odd. The numerical output lists the two contributions at several angles.

## Values computed for the example and the checks

```
Rough Pt/permalloy model inputs
temperature: 300 K
permalloy, Pt thickness: 10, 5 nm
permalloy, Pt resistivity: 25, 40 microohm cm
Pt, permalloy spin diffusion length: 1.5, 4.0 nm
Pt, permalloy spin Hall angle: 0.10, 0.01
anomalous Hall angle: 0.005
Hall-angle energy slope: -0.015 1/eV
log-conductivity energy slope: 2.0 1/eV
spin injection coefficient: 2.0 uV/K
heat flux: 50 W/cm2
permalloy thermal conductivity: 25 W/(m K)
contact spacing: 5 mm
Intermediate values
normal temperature gradient: 0.0200 K/um
temperature drop in permalloy: 0.200 mK
permalloy, Pt Seebeck: -14.66, -5.00 uV/K
ANE coefficient, low-T formula: 109.94 nV/K
ANE coefficient, kinetic solution: 110.51 nV/K
thermal-smearing shift of ANE: 0.53 %
permalloy, Pt sheet weights: 0.7619, 0.2381
injected spin current: 16.00 A/cm2
Pt spin-current factor tanh: 0.9311
Transverse voltage
permalloy alone, ANE: 10.994 uV
bilayer ANE amplitude: 8.376 uV
bilayer SSE amplitude: 2.128 uV
bilayer total amplitude: 10.504 uV
SSE share of total: 20.3 %
false spin Hall angle if all is SSE: 0.494
angle 0 deg: ANE 8.420, SSE 2.129 uV
angle 60 deg: ANE 4.210, SSE 1.065 uV
angle 90 deg: ANE 0.000, SSE 0.000 uV
angle 180 deg: ANE -8.420, SSE -2.129 uV
second/first singular value of scans: 7.3e-15
largest tilted-scan ANE deviation: 1.1e-14 of amplitude
Second geometry
measured model coefficient: 75.64 nV/K
loop-current part: -8.76 nV/K
true SSE coefficient: 21.28 nV/K
recovered SSE coefficient: 21.09 nV/K
SSE without loop correction: 29.85 nV/K
Neglected effects
F-layer spin deficit fraction: 0.679
F-layer spin shift / SSE: 48.6 %
magnetized Pt thickness assumed: 0.5 nm
magnetized-Pt ANE / SSE: 12.3 %
field, carrier density: 0.1 T, 1.0e+23 cm^-3
ordinary / anomalous Nernst: 0.33 %
assumed in-plane gradient leak: 1 %
magnetization-even Seebeck offset: -12.36 uV
```
